The slope-gradient adatom current in continuum growth of vicinal surfaces

**The decision**

A continuum simulation of growth on a stepped surface needs a formula for the surface current J. If the descending step edges carry an Ehrlich-Schwoebel (ES) barrier, J contains an uphill part that depends on the local slope. One must then decide whether to add a second part, driven by the change of slope from place to place, and with what coefficient. The natural argument is that wide terraces hold more adatoms than narrow ones, so adatoms should diffuse from the wide to the narrow. The mean density on a terrace of width L between perfect sinks is FL²/(12D), which suggests

J₁ = −D d/dx [FL²/(12D)] = −(F/12) d(L²)/dx.

With an ES barrier the mean density is different. Should the coefficient change with it? The answer found below is no, and using the true density would nearly double the term in the case tested.

**Conventions**

Straight steps descend toward +x. Height h is counted in layers, F in layers per second, and the adatom density n as a coverage. Step n sits at xₙ, and the terrace to its right has width Lₙ = xₙ₊₁ − xₙ. The slope is m = dh/dx = −1/L. On each terrace y runs from 0, the foot of the ascending step, to L, the descending edge.

Diffusion is quasi-static, which requires FL²/D ≪ 1. There is no desorption and no nucleation on terraces. The width L changes little from one terrace to the next.

**Simple case: both edges are perfect sinks**

The terrace problem is D n″ = −F with n(0) = n(L) = 0. Its solution, called nₛ from here on, is

nₛ = F y(L − y)/(2D).

The number of adatoms per unit step length is (F/2D)(L³/2 − L³/3) = FL³/(12D). Division by L gives the mean density FL²/(12D). The local current is

j = −D nₛ′ = F(y − L/2).

It runs left on the left half of the terrace and right on the right half, and its average over the terrace is zero. This seems to leave no large-scale current at all, so the averaging needs care.

Step n advances by collecting what reaches it from both sides, vₙ = j(xₙ⁻) − j(xₙ⁺). An advancing step raises the surface by one layer where it passes, so dh/dt = Σ vₙ δ(x − xₙ). The current has slope F on the terraces and jumps by −vₙ at the steps, so dj/dx = F − Σ vₙ δ(x − xₙ). Together,

dh/dt = F − dj/dx.

Now smooth both sides with a kernel K(x) of unit area, wider than a terrace but narrower than the scale on which L varies. The large-scale current is J = K∗j, where ∗ denotes convolution. On the terrace with midpoint X, set η = y − L/2 and expand K about X:

∫ K(x − X − η) Fη dη ≈ −K′(x − X) F ∫ η² dη = −K′(x − X) FL³/12.

The integral runs from −L/2 to L/2. The zero average removes the first term of the expansion, but the slope of the kernel across the terrace leaves the second. Summing over terraces,

J = −(d/dx) Σ K(x − X) FL³/12.

The sum over terraces becomes an integral over the step label, with dn = dx/L. This costs little for a smooth kernel: for a Gaussian of width w on a uniform train, Poisson summation gives a leading relative error 2 exp(−2π²w²/L²). One power of L cancels, and since L varies slowly the remaining smoothing can be dropped:

J₁ = −(F/12) d(L²)/dx.

The density argument is therefore right here. The reason is that nₛ is continuous across the steps, being zero on both sides, so K∗j = −D d(K∗nₛ)/dx holds without approximation. In terms of slope, L² = 1/m² and d(m⁻²)/dx = −2m⁻³ dm/dx, so

J₁ = F (dm/dx)/(6m³).

The first limit to try is a uniform train: dL/dx = 0 and J₁ vanishes, as it must. D has also dropped out. Faster diffusion lowers the density differences and speeds the response to them by the same factor.

**General case: a barrier at the descending edge**

Let the ascending foot remain a perfect sink, and let the flux into the descending edge be D n(L)/ℓ, where ℓ is the ES length. The conditions are

n(0) = 0, ℓ n′(L) + n(L) = 0.

Put D n = cy − Fy²/2. The second condition gives ℓ(c − FL) + cL − FL²/2 = 0, hence

c = (FL/2)(L + 2ℓ)/(L + ℓ) = FL/2 + g/2, with g = FLℓ/(L + ℓ).

The density and current therefore separate:

D n = F y(L − y)/2 + g y/2,

j = F(y − L/2) − g/2.

The first part is the perfect-sink problem again, and after smoothing it gives the same J₁. The second is constant on each terrace, and smoothing turns it into −g(L)/2. Replacing the stepwise constant g(Lₙ) by the smooth g(L(x)) leaves no correction with a single gradient: within a terrace the difference is odd about the midpoint to leading order, so its average vanishes and the remainder carries a further derivative. To first order in gradients,

J = −g(L)/2 − (F/12) d(L²)/dx.

Two limits check the first term. For ℓ → 0 it vanishes. For ℓ → ∞ it becomes −FL/2: every adatom goes to the ascending step, travelling L/2 uphill on average.

The coefficient F/12 does not depend on the perfect sink at the foot either. Any edge conditions that involve one terrace alone give j = F(y − L/2) + a constant fixed by L, because dj/dy = F. Steps that adatoms can cross without being incorporated couple neighbouring terraces, and this argument then fails.

**What the true density misses**

With the barrier, the mean density is

FL²/(12D) + gL/(4D) = [FL²/(12D)] (L + 4ℓ)/(L + ℓ).

For ℓ ≫ L this is four times the perfect-sink value. Yet −D times its gradient is not the slope-gradient current, because n now jumps at each step. The jump from the upper terrace to the lower is −ℓB(Lₙ₋₁)/D, where B = FL − c = FL²/[2(L + ℓ)] is the flux to the descending edge. Including the jumps,

J = −D d(K∗n)/dx − Σ ℓB(Lₙ₋₁) K(x − xₙ).

The width Lₙ₋₁ belongs to the label n − ½, so B(Lₙ₋₁) ≈ B − (L/2) dB/dx at the step. With dn = dx/L the sum contributes −ℓB/L + (ℓ/2) dB/dx. The first piece is −g/2. The second joins the density gradient:

−(F/12) d/dx [L²(L + 4ℓ)/(L + ℓ) − 3ℓL²/(L + ℓ)] = −(F/12) d(L²)/dx.

The bracket has collapsed to L². FL²/(12D) is thus the density that enters the current, even where it is not the density on the terrace.

This was tested on a staircase with 30% modulation of the terrace width and ℓ equal to 0.8 of the mean width, by smoothing the local currents directly. The F/12 law, smoothed with the same Gaussian kernel (width 1.5 mean terraces), missed the slope-gradient part by 0.12% of its largest value for a period of 40 terraces, and by 0.03% for 80. The fourfold drop is what a next correction with two more gradients gives. Left unsmoothed, the law differs by about 4% and 1%, because the kernel also blurs the undulation itself. The gradient of the true mean density missed by 98%.

**Check by step velocities**

The same equation must follow from counting what each step collects. Step n receives c(Lₙ) from its right and B(Lₙ₋₁) = FLₙ₋₁/2 − g(Lₙ₋₁)/2 from its left:

vₙ = (F/2)(Lₙ + Lₙ₋₁) + ½[g(Lₙ) − g(Lₙ₋₁)].

Treat x as a smooth function of n. Then Lₙ + Lₙ₋₁ = x(n+1) − x(n−1) ≈ 2x′ + x‴/3, with primes here for d/dn. Since x′ = L and d/dn = L d/dx,

x‴ = L d/dx (L dL/dx) = (L/2) d²(L²)/dx².

The height at a given step is fixed, so dh/dt at fixed x equals v/L:

dh/dt = F + (F/12) d²(L²)/dx² + ½ dg/dx.

This is F − dJ/dx with the J found above, signs and factors included.

**Which symmetry is broken**

Measure h from the mean growing height Ft. On a vicinal surface, the operation that turns the surface upside down and keeps its mean tilt is the half-turn (x, h) → (−x, −h). The slope m is unchanged. Both dh/dt and d/dx change sign, so a growth law respects this symmetry if J is unchanged.

The term −g(L)/2 depends on L alone and passes. The term −(F/12) d(L²)/dx contains one derivative of an unchanged quantity, so it changes sign and breaks the symmetry. The separation already holds on a single terrace: the half-turn takes y to L − y, which reverses F(y − L/2) and leaves −g/2 alone. In the staircase test, half the difference between the currents of the original and the turned copy isolated the breaking part. It changed by a relative 4 × 10⁻¹⁵ when ℓ was set to zero, which is rounding error.

Reversing only the height deviation from a tilted plane, with x fixed, is a different operation. It exchanges wide and narrow terraces, and the ES term already breaks it, because g is a curved function of slope.

A mound has slopes of both signs. Reflecting x gives the current on its ascending flank: +g/2 − (F/12) d(L²)/dx, with L = 1/|m|. Under h → −h at fixed x, a symmetric law needs J to change sign. The ES part does so and J₁ does not. Hills and valleys are therefore inequivalent on mound flanks too, though neither expression holds at a crest or a valley floor, where m → 0.

**Small undulations: damping and drift**

Write h = −x/L₀ + Ft + u with small u. Then L = 1/(1/L₀ − du/dx) ≈ L₀ + L₀² du/dx, and L² ≈ L₀² + 2L₀³ du/dx. Differentiating g gives g′ = F[ℓ/(L₀ + ℓ)]². The growth equation becomes

du/dt = (g′L₀²/2) d²u/dx² + (FL₀³/6) d³u/dx³.

For u proportional to exp(ikx + σt),

σ = −g′L₀²k²/2 − i FL₀³k³/6.

The ES part damps the undulation. The symmetry-breaking part neither damps nor amplifies it, but moves it toward +x, downhill, at

V = FL₀³k²/6.

The steps themselves travel at the much larger speed FL₀. They pass through the undulation, which would stand still in the laboratory frame if J₁ were absent.

The discrete steps give a second check. A displacement proportional to exp(iqn + st), with q = kL₀, put into vₙ gives s = iF sin q − g′(1 − cos q). Since n ≈ (x − FL₀t)/L₀, the phase is kx − F(q − sin q)t, so V = F(q − sin q)/k. Expanding the sine gives FL₀³k²/6 times (1 − q²/20).

**Numbers for a platinum-like surface**

Take Pt(111) with a 1° miscut at 500 K and F = 0.01 layers/s. Rough typical values are a diffusion barrier of 0.26 eV, an extra ES barrier of 0.10 eV and an attempt rate of 5 × 10¹² s⁻¹. The model lattice is assigned a cubic constant of 0.392 nm, so the hop length is a = 0.392/√2 = 0.277 nm and the step height is 0.392/√3 = 0.2263 nm. Then L₀ = 0.2263/tan 1° = 12.97 nm.

With attempt rate ν and diffusion barrier E, the diffusivity is D = (a²ν/4) exp(−E/k_BT) = 2.30 × 10⁸ nm²/s. A hop over the descending edge is slower than a terrace hop by the factor exp(−E_ES/k_BT), where E_ES is the extra barrier. The added resistance is roughly that of a terrace strip of length ℓ = a[exp(E_ES/k_BT) − 1] = 2.55 nm. For close-packed rows on a (111) lattice the row spacing a√3/2 should replace a, which gives 2.2 nm. An error of 0.01 eV in the barrier matters more, so the simpler estimate is kept.

The perfect-sink density is 0.01 × 12.97²/(12 × 2.30 × 10⁸) = 6.1 × 10⁻¹⁰ layers. The mean with the barrier is 9.1 × 10⁻¹⁰. Both values count only the excess caused by deposition. Exchange with the steps also maintains an equilibrium density, about 9 × 10⁻⁹ layers for the rough adatom formation energy of 0.8 eV used below. If uniform, this background carries no current, and n can be read as the excess over it.

Let L vary by 20% over 24 terraces, or 311 nm, so that k = 0.0202 nm⁻¹. Where L passes through L₀, |dL/dx| = 0.0524, and

|J₁| = FL|dL/dx|/6 = 0.01 × 12.97 × 0.0524/6 = 1.13 × 10⁻³ layers nm/s.

Multiplied by the step height, this is 2.6 × 10⁻⁴ nm²/s. The uniform ES current g/2 is about ten times larger, 1.06 × 10⁻² layers nm/s, but a uniform current brings to each place as much material as it carries away, so it leaves the profile unchanged. Only its modulation changes the profile. To first order in the modulation of L, its amplitude is 3.5 × 10⁻⁴ layers nm/s, a factor 3.2 below J₁. At this wavelength, leaving out J₁ would discard the larger of the two terms that move or damp the profile.

The drift speed is 0.01 × 12.97³ × 0.0202²/6 = 1.48 × 10⁻³ nm/s, against a step speed of 0.13 nm/s. Integrating the step motion from a small undulation, with 1% modulation, gave 1.476 × 10⁻³ nm/s. This is 0.34% below the formula, as q²/20 with q = 0.262 predicts. Setting ℓ = 0 left the drift unchanged to the printed digits and removed the damping. Over 100 layers the undulation moves 15 nm. The damping rate is 9.2 × 10⁻⁶ s⁻¹, so the amplitude falls by a factor e in roughly 1100 layers.

**Where the model gives way**

The quasi-static assumption is safe here, with FL²/D = 7 × 10⁻⁹. Detachment from steps, driven by their entropic repulsion, adds a current below 10⁻⁴ of J₁, for a rough adatom formation energy of 0.8 eV and step stiffness of 1 eV/nm. This bound is for 500 K; with the same parameters the ratio rises to a few times 10⁻³ at 600 K. Elastic repulsion was not included.

Real steps do not stay straight. The ES barrier that damps the undulation also makes steps meander. At the same 311 nm wavelength, now along the steps, a meander grows by a factor e in about 180 layers if line tension and edge diffusion are neglected. That is well before the undulation has decayed, so the one-dimensional damping time should not be read as a prediction for a real crystal. In this estimate shorter meanders grow faster until the neglected smoothing stops them, so straight steps may fail sooner. Real Pt(111) also has two kinds of close-packed step, which a single ES length cannot represent. Within this model that uncertainty affects the damping and leaves J₁ alone.

The law also fails on wide terraces. J₁ grows without limit as m → 0, but islands nucleate first. A simple estimate counts only the excess adatoms and treats every pair they form as stable. With an assumed capture number of 3, an area L₀² then receives 0.0024 nuclei per layer, and the number reaches one at a width of 38 nm. Counting also the encounters of excess adatoms with the roughly ten times more numerous equilibrium ones changes these values to 0.044 and 28.5 nm. Pairs need not be stable at 500 K, however. With the same attempt rate and an assumed binding energy of 0.5 eV added to the 0.26 eV diffusion barrier, a pair would break up about 10⁵ times per second but capture another adatom, equilibrium ones included, only about 100 times per second. Islands may then need much wider terraces. The 38 nm is therefore not a prediction for a real crystal. A mound simulation should replace the 1/m² dependence before terraces reach the width at which islands do form, near crests above all. At fixed flux and miscut, cooling to 400 K raises the excess-only nucleation number to 0.016 and ℓ to 4.8 nm. The formula for J₁ contains neither D nor ℓ and keeps its value, as long as the terraces remain free of islands, the steps stay straight and adatoms cannot cross them without being incorporated. The numerical output lists the remaining values.

Calculated quantities

```
test staircase: 40 and 80 terraces, 30% modulation, ell/L = 0.8
error of F/12 law, 40 terraces: 0.123 %
error of F/12 law, 80 terraces: 0.031 %
error of ES part, 40 terraces: 0.032 %
error of smoothed density, ell = 0: 0.056 %
change of broken part when ell -> 0: 4.3e-15 (relative)
error if true-density gradient is used: 98 %
example: vicinal Pt(111), rough parameters
miscut 1.0 deg, T = 500 K, F = 0.01 layers/s
barriers: diffusion 0.26 eV, extra ES 0.1 eV
attempt rate 5e+12 1/s, cubic lattice constant 0.392 nm
hop length 0.2772 nm, step height 0.2263 nm
terrace width L: 12.97 nm
diffusivity D: 2.300e+08 nm^2/s
ES length: 2.546 nm
F L^2/(12 D): 6.091e-10 layers
true mean density with ES barrier: 9.089e-10 layers
wave: 24 terraces, 311.2 nm, modulation 20 %
wavenumber k: 0.02019 1/nm, q = kL: 0.2618
largest dL/dx at L = L0: 0.0524
slope-gradient current there: 1.131e-03 layers nm/s
same, times step height: 2.561e-04 nm^2/s
uniform ES current g/2: 1.064e-02 layers nm/s
modulation of ES current: 3.493e-04 layers nm/s
slope-gradient current / ES modulation: 3.24
step velocity F L: 0.1297 nm/s
drift speed, formula: 1.4811e-03 nm/s
drift speed, integrated steps: 1.4761e-03 nm/s
drift speed, steps with ell = 0: 1.4761e-03 nm/s
downhill drift in 100 layers: 14.76 nm
damping rate, formula: 9.2314e-06 1/s
damping rate, integrated steps: 9.1788e-06 1/s
damping rate, steps with ell = 0: 1.0e-11 1/s
neglected effects
finite diffusion time, F L^2/D: 7.3e-09
higher gradients in drift: -0.34 %
nuclei per L^2 per layer (capture number 3): 2.44e-03
terrace width for one nucleus per L^2 per layer: 38.0 nm
meander growth rate at the same wavelength: 5.609e-05 1/s
layers grown per e-fold of meander: 178.3
rough adatom formation 0.8 eV, stiffness 1.0 eV/nm
detachment current / slope-gradient current: 2.4e-05
T = 400 K: ES length 4.77 nm, nuclei per L^2 per layer 1.6e-02
T = 500 K: ES length 2.55 nm, nuclei per L^2 per layer 2.4e-03
T = 600 K: ES length 1.64 nm, nuclei per L^2 per layer 7.2e-04
```
